# Four-photon contact amplitudes at dimension eight and the positivity of their coefficients, part 1

(Sections cited here and not found follow in the second part.)

## I. Classification, matching and the positivity theorem

**The form fixed by dimension and helicity.** With $\hbar=c=1$, a two-to-two scattering amplitude in four spacetime dimensions is dimensionless. A local interaction whose coefficient has dimension (energy)$^{-4}$ therefore gives an amplitude with four powers of momentum. Gauge invariance supplies one field strength, hence one power of momentum, for each photon. All four powers are then used up, so the interaction is quartic in $F_{\mu\nu}$ without further derivatives. Helicity restricts it further.

Take all photons outgoing. The metric is $(+,-,-,-)$. Write a null momentum as the matrix $k^0+\mathbf k\cdot\boldsymbol\sigma$. Its determinant is $k^2=0$, so it factorizes as $\lambda\tilde\lambda^{T}$. Define
$$\langle ij\rangle=\lambda_{i1}\lambda_{j2}-\lambda_{i2}\lambda_{j1},\qquad [ij]=\tilde\lambda_{i1}\tilde\lambda_{j2}-\tilde\lambda_{i2}\tilde\lambda_{j1}.$$
The determinant of the sum of two such matrices gives $2k_i\cdot k_j=\langle ij\rangle[ij]$. The rescaling $\lambda\to t\lambda$, $\tilde\lambda\to\tilde\lambda/t$ leaves $k$ unchanged and multiplies the amplitude by $t^{-2h}$ for outgoing helicity $h$. A field strength thus contributes $\tilde\lambda\tilde\lambda$ for $h=+1$ and $\lambda\lambda$ for $h=-1$. Four field strengths give eight spinors, that is, four brackets.

**Lemma 1 (classification).** At this order the contact amplitudes are
$$M(++--)=g\,[12]^2\langle34\rangle^2,\qquad M(+++-)=0,$$
$$M(++++)=f\,\Sigma,\qquad \Sigma=[12]^2[34]^2+[13]^2[24]^2+[14]^2[23]^2,$$
together with their relabelled and helicity-reversed forms. Here $g$ is real and $f$ may be complex.

*Proof.* For $++--$, the spinors $\tilde\lambda_1\tilde\lambda_1\tilde\lambda_2\tilde\lambda_2$ must be contracted among themselves. Since $[11]=[22]=0$, the result is $[12]^2$; likewise the other pair gives $\langle34\rangle^2$. For $+++-$, the two $\lambda_4$ can meet only each other, and $\langle44\rangle=0$.

For $++++$, each $\tilde\lambda_i$ occurs twice. Every complete contraction is a quadratic polynomial in
$$a=[12][34],\qquad b=[13][42],\qquad c=[14][23].$$
For example, $[12][23][34][41]=-ac$. Two-component spinors obey the Schouten identity $a+b+c=0$, which leaves three independent quadratics. Exchange of photons 1 and 2 sends $(a,b,c)$ to $(-a,-c,-b)$; exchange of 2 and 3 sends it to $(-b,-a,-c)$; exchange of 3 and 4 sends it to $(-a,-c,-b)$. These exchanges generate all permutations, and the overall sign drops out of a quadratic. Bose symmetry therefore allows $a^2+b^2+c^2$ and $ab+bc+ca$. But $(a+b+c)^2=0$ gives $ab+bc+ca=-\tfrac12(a^2+b^2+c^2)$, so one structure remains.

For a Hermitian interaction, reversing all helicities exchanges $\lambda$ with $\tilde\lambda$ and conjugates the coefficient. Applied to $++--$ this gives $g^*\langle12\rangle^2[34]^2$. Relabelling the original amplitude gives $g\langle12\rangle^2[34]^2$. Hence $g=g^*$. $\square$

There are three real parameters: $g$, $\operatorname{Re}f$ and $\operatorname{Im}f$. The field invariants give the same count. Put $\mathbf N=\mathbf E+i\mathbf B$. An infinitesimal rotation $\boldsymbol\theta$ and boost $\mathbf v$ act as
$$\delta\mathbf N=(\boldsymbol\theta-i\mathbf v)\times\mathbf N,\qquad \delta\mathbf N^*=(\boldsymbol\theta+i\mathbf v)\times\mathbf N^*.$$
Complex combinations of the generators rotate $\mathbf N$ and $\mathbf N^*$ separately, so polynomial invariants are built from $\mathbf N^2$ and $\mathbf N^{*2}$. In Heaviside–Lorentz units, with $\epsilon^{0123}=+1$ and $\tilde F^{\mu\nu}=\tfrac12\epsilon^{\mu\nu\rho\sigma}F_{\rho\sigma}$, let
$$X=F_{\mu\nu}F^{\mu\nu}=2(\mathbf B^2-\mathbf E^2),\qquad Y=F_{\mu\nu}\tilde F^{\mu\nu}=-4\mathbf E\cdot\mathbf B.$$
Then $\mathbf N^2=-\tfrac12(X+iY)$. The real quartic invariants are spanned by $X^2$, $Y^2$ and $XY$, and the contact Lagrangian is
$$\mathcal L_4=c_1X^2+c_2Y^2+c_3XY.$$
Parity reverses $Y$, so parity invariance sets $c_3=0$ and leaves two quartic invariants.

**Theorem.** Consider forward elastic scattering, $t=0$, of two photons with real linear polarizations. Assume:

1. Gravity is switched off, and cuts from massless loops are neglected at the order considered. The forward amplitude $A(s)$ then exists and is analytic for $|s|<s_0$, with $s_0>0$.
2. $A$ extends to the complex $s$ plane with cuts or poles confined to real $|s|\ge s_0$. It obeys $A(s^*)=A(s)^*$ and the crossing relation $A(-s)=A(s)$.
3. $A(s)/s^2\to0$ on the large arcs.
4. Scattering is unitary.

Let $\sigma_\parallel$ and $\sigma_\perp$ be the total cross sections for parallel and perpendicular polarizations. Then
$$c_1=\frac1{8\pi}\int_{s_0}^{\infty}\frac{ds}{s^2}\,\sigma_\parallel(s),\qquad c_2=\frac1{8\pi}\int_{s_0}^{\infty}\frac{ds}{s^2}\,\sigma_\perp(s).$$
Both coefficients are non-negative, and each is strictly positive unless its cross section vanishes identically. If parity is broken, then also $4c_1c_2\ge c_3^2$.

The proof needs the map from the Lagrangian to amplitudes, and then the forward limit.

**Lemma 2 (matching).** With $S=1+i(2\pi)^4\delta^4(\cdot)M$,
$$g=8(c_1+c_2),\qquad f=8(c_1-c_2+ic_3).$$

*Proof.* The contact amplitude is the part of $\mathcal L_4$ linear in each of the four plane-wave fields. Write $(ij)=F_{i\mu\nu}F_j^{\mu\nu}$ and $(i\tilde j)=F_{i\mu\nu}\tilde F_j^{\mu\nu}$. The 24 assignments of photons to fields cover each of the three pairings eight times in $X^2$ and $Y^2$. In $XY$ the two pairs are distinguishable, so each ordered choice occurs four times. Hence
$$M=\sum_{\text{pairings}}\Big\{8c_1(ij)(kl)+8c_2(i\tilde j)(k\tilde l)+4c_3\big[(ij)(k\tilde l)+(i\tilde j)(kl)\big]\Big\}.$$

An outgoing photon has $F^{\mu\nu}=i(k^\mu\varepsilon^\nu-k^\nu\varepsilon^\mu)$, so
$$(ij)=-2\big[(k_i\cdot k_j)(\varepsilon_i\cdot\varepsilon_j)-(k_i\cdot\varepsilon_j)(k_j\cdot\varepsilon_i)\big].$$
For positive helicity take the polarization matrix $\sqrt2\,r\tilde\lambda_i^T/\langle ri\rangle$. Changing the reference spinor $r$ adds a multiple of $k_i$ and does not alter $F_i$. For vectors with matrices $\mu\nu^T$ and $\rho\tau^T$ one has $2v\cdot w=\langle\mu\rho\rangle[\nu\tau]$. With a common $r$, therefore, $\varepsilon_i\cdot\varepsilon_j=0$ and
$$(k_i\cdot\varepsilon_j)(k_j\cdot\varepsilon_i)=\frac12\,\frac{\langle ir\rangle\langle jr\rangle}{\langle rj\rangle\langle ri\rangle}[ij][ji]=-\frac12[ij]^2.$$
It follows that $(ij)=-[ij]^2$ for $++$. The same steps with $\lambda$ and $\tilde\lambda$ exchanged give $(ij)=-\langle ij\rangle^2$ for $--$. These minus signs cancel in a product of two pairs.

To find the dual products, send an outgoing positive-helicity photon along $z$. Its wave contains the conjugate polarization $(1,-i,0)/\sqrt2$. With $\mathbf B=\hat{\mathbf z}\times\mathbf E$ and $\hat{\mathbf z}\times(1,-i,0)=i(1,-i,0)$, we get $\mathbf B=i\mathbf E$. This means $\mathbf N=0$, a condition preserved by every Lorentz transformation. Negative helicity has $\mathbf B=-i\mathbf E$. Now use
$$(ij)=2(\mathbf B_i\cdot\mathbf B_j-\mathbf E_i\cdot\mathbf E_j),\qquad (i\tilde j)=-2(\mathbf E_i\cdot\mathbf B_j+\mathbf B_i\cdot\mathbf E_j).$$
For $++$ these are $-4\mathbf E_i\cdot\mathbf E_j$ and $-4i\mathbf E_i\cdot\mathbf E_j$, so $(i\tilde j)=i(ij)$. For $--$ the factor is $-i$. For opposite helicities both products vanish.

In $M(++++)$ the dual factors give $i^2=-1$ for $c_2$ and $4(i+i)=8i$ for $c_3$, hence the stated $f$. In $M(++--)$ the surviving pairing is $(12)(34)$. There $i(-i)=1$ for $c_2$, while $i-i=0$ removes $c_3$, hence the stated $g$. $\square$

**Lemma 3 (forward limit).** If the linear polarization of photon 2 is obtained from that of photon 1 by a rotation through $\delta$ about the direction of photon 1,
$$A(s)=16s^2\left(c_1\cos^2\delta+c_2\sin^2\delta+c_3\sin\delta\cos\delta\right).$$

*Proof.* Let photons 1 and 2 move along $+z$ and $-z$ with energy $\omega$, so $s=4\omega^2$. An incoming photon has $\mathbf E_i=i\omega\mathbf e_i$, with $\mathbf B_1=\hat{\mathbf z}\times\mathbf E_1$ and $\mathbf B_2=-\hat{\mathbf z}\times\mathbf E_2$. Since both fields are transverse, $\mathbf B_1\cdot\mathbf B_2=-\mathbf E_1\cdot\mathbf E_2$, and
$$(12)=-4\mathbf E_1\cdot\mathbf E_2=4\omega^2\,\mathbf e_1\cdot\mathbf e_2=s\cos\delta.$$
Similarly, using $\mathbf E_1\cdot(\hat{\mathbf z}\times\mathbf E_2)=-(\hat{\mathbf z}\times\mathbf E_1)\cdot\mathbf E_2$,
$$(1\tilde2)=-4(\hat{\mathbf z}\times\mathbf E_1)\cdot\mathbf E_2=4\omega^2(\hat{\mathbf z}\times\mathbf e_1)\cdot\mathbf e_2=s\sin\delta.$$

The outgoing photons 3 and 4 are copies of 1 and 2 and carry conjugate fields. The pairing $(13)(24)$ vanishes: $|\mathbf B_1|=|\mathbf E_1|$ makes $(13)=0$, and $\mathbf E_1\perp\mathbf B_1$ makes $(1\tilde3)=0$. In $(14)(23)$, conjugating one field reverses the signs of both $s\cos\delta$ and $s\sin\delta$, and the products are unchanged. Thus two equal pairings contribute. Their coefficients are $2\times8$ for $c_1$ and $c_2$, and $2\times4\times2$ for $c_3$, all equal to 16. $\square$

Circular polarizations carry less information. When the transverse vectors are circular, one of $(12)$ and $(14)$ vanishes and the other has modulus $s$; the dual products behave in the same way. The ordinary and dual products differ by a factor $\pm i$, so the $c_3$ term and its conjugate cancel. The result is $A=8(c_1+c_2)s^2$. For circular photons crossing exchanges the $J_z=0$ and $|J_z|=2$ states, so the full amplitude is not even in $s$. In the contour argument below, the right cut then carries the cross section of one state and the left cut that of the other, and $8(c_1+c_2)=\pi^{-1}\int ds\,(\sigma_0+\sigma_2)/s^2$. Elastic scattering of circular photons thus bounds the sum, and the separate bounds need linear polarizations.

**Proof of the theorem.** Let $A=a\,s^2+O(s^4)$ near the origin. Cauchy's formula on a small circle gives
$$a=\frac1{2\pi i}\oint\frac{A(s)}{s^3}\,ds.$$
Enlarge the circle. The large arcs vanish by assumption 3. The right cut is followed outward above the axis and inward below it. Its contribution is
$$\frac1{2\pi i}\int_{s_0}^\infty\frac{A(s+i0)-A(s-i0)}{s^3}\,ds=\frac1\pi\int_{s_0}^{\infty}\frac{\operatorname{Im}A(s+i0)}{s^3}\,ds.$$
On the left cut substitute $s=-s'$. The factor $1/s^3$ changes sign. Crossing maps the upper edge there to the lower edge of the right cut, which changes the sign of the discontinuity. The two signs cancel and the left cut contributes the same amount:
$$a=\frac2\pi\int_{s_0}^\infty\frac{\operatorname{Im}A(s)}{s^3}\,ds.$$

Unitarity gives $2\operatorname{Im}A=\sum\int|M|^2d\Phi$, where $d\Phi$ is the phase space of the final state. For massless beams the flux factor is $2s$, so the right side equals $2s\sigma$ and $\operatorname{Im}A=s\sigma$. Hence
$$a(\delta)=\frac2\pi\int_{s_0}^\infty\frac{\sigma_\delta(s)}{s^2}\,ds\ge0.$$
Lemma 3 gives $a(0)=16c_1$ and $a(\pi/2)=16c_2$. Dividing by 16 yields the two sum rules.

For $c_3\neq0$, write
$$a(\delta)=8\left[c_1+c_2+(c_1-c_2)\cos2\delta+c_3\sin2\delta\right].$$
Its minimum is $8\big[c_1+c_2-\sqrt{(c_1-c_2)^2+c_3^2}\big]=g-|f|$. Since $a(\delta)\ge0$ for every $\delta$, this minimum cannot be negative, so $|f|\le g$. Squaring, with $c_1+c_2\ge0$, gives $4c_1c_2\ge c_3^2$. $\square$

**Remark (where the assumptions act).** The contact amplitude by itself is proportional to $s^2$ and violates assumption 3. The classical Lagrangian $\mathcal L_4$ thus does not determine the signs; they follow from analyticity, crossing and unitarity, provided the complete theory obeys assumption 3 at high energy. Graviton exchange would add a term proportional to $s^2/t$, because two stress tensors supply $(k_1\cdot k_2)^2$. The forward limit would then diverge. A photon loop with two contact vertices has a cut down to $s=0$, but it contains eight powers of momentum and lies beyond the order kept here.

**Remark (each bound can be saturated at tree level).** Let a scalar of mass $M_\phi$ couple through $-\tfrac\kappa4\phi X$. At low energy its field equation gives $\phi=-\kappa X/(4M_\phi^2)$. Substitution into $-\tfrac12M_\phi^2\phi^2-\tfrac\kappa4\phi X$ yields
$$c_1=-\frac{\kappa^2}{32M_\phi^2}+\frac{\kappa^2}{16M_\phi^2}=\frac{\kappa^2}{32M_\phi^2},\qquad c_2=0.$$
For parallel polarizations each vertex has magnitude $\kappa s/2$. Exchange in the $t$ channel vanishes because $(13)=0$, so
$$A=\frac{\kappa^2s^2}{4}\left(\frac1{M_\phi^2-s}+\frac1{M_\phi^2+s}\right)=\frac{\kappa^2M_\phi^2s^2}{2(M_\phi^4-s^2)}.$$
This approaches a constant at large $|s|$. The pole gives $\operatorname{Im}A=(\pi\kappa^2M_\phi^4/4)\,\delta(s-M_\phi^2)$, and the dispersion integral is $\kappa^2/(2M_\phi^2)=16c_1$, as required. A pseudoscalar coupled to $Y$ exchanges the roles of $c_1$ and $c_2$. A spin-zero field coupled to $aX+bY$ gives $\mathcal L_4\propto(aX+bY)^2$, so $c_1:c_2:c_3=a^2:b^2:2ab$ and $4c_1c_2=c_3^2$. For $\kappa=0.6$ per mass unit and $M_\phi=2$ mass units, the nonzero coefficient is $0.36/128\simeq0.0028$ per mass unit to the fourth power.

## II. The electron loop as an explicit case

The symbols carried over are $X=2(\mathbf B^2-\mathbf E^2)$, $Y=-4\mathbf E\cdot\mathbf B$ and $\mathcal L_4=c_1X^2+c_2Y^2$, with $c_3=0$ by parity. The squared centre-of-mass energy is $s$, and the forward amplitude is $A=16c_1s^2$ for parallel and $16c_2s^2$ for perpendicular linear polarizations. The sum rules are $c_{1,2}=(8\pi)^{-1}\int ds\,\sigma_{\parallel,\perp}/s^2$. The helicity couplings are $g=8(c_1+c_2)$ and $f=8(c_1-c_2)$.

In quantum electrodynamics with one charged fermion, of mass $m$ and charge magnitude $e$, where $e^2=4\pi\alpha$, the first nonzero contribution to $A$ is of order $\alpha^2$. Its cut is the tree-level process $\gamma\gamma\to e^-e^+$, which opens at $s_0=4m^2$.

Under the stated assumptions, $c_1$ and $c_2$ are non-negative and are given by integrals over the total cross sections for parallel and perpendicular linear polarizations. It remains to calculate these cross sections for $\gamma\gamma\to e^-e^+$, evaluate the two coefficients for the electron loop, and check them by an independent constant-field calculation.
